# Exact Dirac Bessel beams: vortex core density and angular momentum

## Problem

A free electron obeys the Dirac equation $i\partial_t\psi=H\psi$ with

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2,\qquad \mathbf p=-i\nabla ,$$

in atomic units ($\hbar=m=e=1$) and in the Dirac representation, where $\beta=\mathrm{diag}(1,1,-1,-1)$ and $\boldsymbol\alpha$ has the Pauli matrices $\boldsymbol\sigma$ in its off-diagonal blocks. Consider positive-energy plane waves whose wave vectors lie on one cone,

$$\mathbf k=(\kappa\cos\phi',\ \kappa\sin\phi',\ k_z),\qquad \kappa=k\sin\theta,\quad k_z=k\cos\theta,\quad 0<\theta<\pi/2 .$$

All have the same energy $E=\sqrt{c^2k^2+c^4}$ and the same rest-frame spin $s=\pm\tfrac12$ along $z$. Each is given the phase $e^{il\phi'}$ with integer $l$, and they are added with equal weight.

(a) Find the four components of the beam in cylindrical coordinates $(r,\phi,z)$ and its total angular momentum $J_z$.

(b) Find the density $\psi^\dagger\psi$. For which $l$ and $s$ is it nonzero on the axis, and how does it rise from the axis otherwise?

(c) Can a superposition of beams on the same cone, with the same $J_z$, restore a dark core?

(d) Find the expectation values of $L_z=-i\partial_\phi$ and $S_z=\Sigma_z/2$, where $\Sigma_z=\mathrm{diag}(1,-1,1,-1)$. State what they mean for a beam that cannot be normalized.

(e) Evaluate the results for $l=1$, both spins and a kinetic energy of 300000 eV, for cone angles of 30 degrees and 0.02 rad.

## Solution

### (a) The beam

**Plane-wave spinor.** Let $\chi_s$ be the two-component eigenvector of $\sigma_z$ with eigenvalue $2s$. For a plane wave, $H$ is a matrix with $H^2=E^2$, so $H(E+H)=E(E+H)$. Hence $E+H$ turns any spinor it does not annihilate into a positive-energy one. Applied to the rest-frame spinor it gives

$$(E+H)\begin{pmatrix}\chi_s\\0\end{pmatrix}=\begin{pmatrix}(E+c^2)\chi_s\\ c\,\boldsymbol\sigma\cdot\mathbf k\,\chi_s\end{pmatrix}.$$

Since $(\boldsymbol\sigma\cdot\mathbf k)^2=k^2$ and $c^2k^2=(E-c^2)(E+c^2)$, the squared norm is

$$(E+c^2)^2+c^2k^2=(E+c^2)\big[(E+c^2)+(E-c^2)\big]=2E(E+c^2).$$

Dividing by the norm gives

$$u=\frac1{\sqrt2}\begin{pmatrix}a\,\chi_s\\ b\,\boldsymbol\sigma\cdot\hat{\mathbf k}\,\chi_s\end{pmatrix},\qquad a^2=1+\frac{c^2}{E},\quad b^2=1-\frac{c^2}{E},$$

with $a,b>0$. This is also the spinor obtained by a rotation-free boost from rest, which is why $s$ is called the rest-frame spin.

**Where the spin flips.** On the cone,

$$\boldsymbol\sigma\cdot\hat{\mathbf k}=\cos\theta\,\sigma_z+\sin\theta\begin{pmatrix}0&e^{-i\phi'}\\e^{i\phi'}&0\end{pmatrix},$$

and therefore

$$\boldsymbol\sigma\cdot\hat{\mathbf k}\,\chi_s=2s\cos\theta\,\chi_s+\sin\theta\,e^{2is\phi'}\chi_{-s}.$$

The transverse momentum reverses the spin in the lower components and changes the azimuthal winding by $2s=\pm1$. This is the spin-orbit coupling of the free beam; no external field is involved.

**Sum over the cone.** Define

$$\psi=\frac{i^{-l}}{2\pi}\int_0^{2\pi}u(\phi')\,e^{il\phi'}e^{i\mathbf k\cdot\mathbf r-iEt}\,d\phi',$$

where $\mathbf k\cdot\mathbf r=k_zz+\kappa r\cos(\phi'-\phi)$. The integrals follow from the expansion $e^{ix\cos\gamma}=\sum_m i^mJ_m(x)e^{im\gamma}$. With $\gamma=\phi'-\phi$ only $m=-n$ survives:

$$\frac1{2\pi}\int_0^{2\pi}e^{in\phi'+ix\cos(\phi'-\phi)}d\phi'=e^{in\phi}\,i^{-n}J_{-n}(x)=i^nJ_n(x)e^{in\phi},$$

because $J_{-n}=(-1)^nJ_n$. The unflipped terms have $n=l$, and $i^l$ cancels the prefactor. The flipped term has $n=l+2s$, which leaves $i^{2s}=2s\,i$. The result is

$$\psi=\frac{e^{i(k_zz-Et)}}{\sqrt2}\begin{pmatrix}a\,J_l(\kappa r)e^{il\phi}\,\chi_s\\[3pt] 2s\,b\cos\theta\,J_l(\kappa r)e^{il\phi}\,\chi_s+2s\,i\,b\sin\theta\,J_{l+2s}(\kappa r)e^{i(l+2s)\phi}\,\chi_{-s}\end{pmatrix}.$$

Every plane wave in the sum solves the Dirac equation with the same $E$, so $\psi$ is an exact stationary solution; no paraxial approximation has been made.

**Check in position space.** The lower half of the Dirac equation requires $\psi_{\rm low}=c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_{\rm up}/(E+c^2)$. The spin-flipping part of $\boldsymbol\sigma\cdot\mathbf p$ acts on $\chi_s$ through

$$p_x+2s\,i\,p_y=-ie^{2is\phi}\left(\partial_r+\frac{2s\,i}{r}\partial_\phi\right).$$

Acting on $J_l(\kappa r)e^{il\phi}$, the bracket gives $\kappa J_l'-2s\,(l/r)J_l$, with the prime denoting the derivative with respect to $\kappa r$. By the Bessel recurrences this equals $-2s\,\kappa J_{l+2s}$. The flipped component is therefore

$$\frac{c\kappa}{E+c^2}\,\frac{a}{\sqrt2}\,2s\,i\,J_{l+2s}e^{i(l+2s)\phi}.$$

Since $ck/(E+c^2)=b/a$, it agrees with the sum over the cone. It cannot be dropped: a finite-difference test at one off-axis point gives a residual $|(H-E)\psi|$ of at most $2\times10^{-9}$ relative to $E|\psi|$ for the full beam. At the same point, leaving out the flipped component for $l=1$ gives a residual of 0.145 for one spin and a larger one for the other.

**Total angular momentum.** The unflipped components have orbital number $l$ and spin $s$; the flipped one has $l+2s$ and $-s$. Both sums equal $l+s$, so $\psi$ is an eigenstate of $J_z=L_z+S_z$ with eigenvalue $l+s$. It is not an eigenstate of $L_z$ or $S_z$ separately.

### (b) Density and core

The flipped and unflipped parts occupy different components and do not interfere in $\rho=\psi^\dagger\psi$:

$$\rho=\tfrac12(a^2+b^2\cos^2\theta)J_l^2+\tfrac12b^2\sin^2\theta\,J_{l+2s}^2 .$$

Define $\Delta=b^2\sin^2\theta$. Because $a^2+b^2=2$, the first bracket is $2-\Delta$, and

$$\boxed{\rho=\Big(1-\frac\Delta2\Big)J_l^2(\kappa r)+\frac\Delta2\,J_{l+2s}^2(\kappa r)},\qquad \Delta=\Big(1-\frac{c^2}{E}\Big)\sin^2\theta=\frac{c^2\kappa^2}{E(E+c^2)} .$$

The last form uses $\sin^2\theta=\kappa^2/k^2$ and $c^2k^2=(E-c^2)(E+c^2)$. The density is dimensionless here, measured relative to the cone average of $u^\dagger u=1$.

For $k\ll c$ the leading term is $\Delta\approx\kappa^2/(2c^2)$, so the effect is relativistic and set by the transverse momentum. For $E\gg c^2$ at fixed angle, $\Delta\to\sin^2\theta$.

**On the axis.** Since $J_n(0)=0$ unless $n=0$, there are two ways to obtain a nonzero density:

- If $l=0$, there is no vortex in the main components, and $\rho(0)=1-\Delta/2$ for both spins.
- If $l+2s=0$, then $|l|=1$ with the spin opposite to the vortex, and $\rho(0)=\Delta/2$.

Thus $l=1$ has a filled core for $s=-\tfrac12$ and a dark one for $s=+\tfrac12$; for $l=-1$ the roles are exchanged. The statement that one spin sign fills the core does not extend to $|l|\ge2$. There, $J_n(x)\approx\pm(x/2)^{|n|}/|n|!$ gives, for opposite spin and close to the axis,

$$\rho\approx\frac\Delta2\,\frac{(\kappa r/2)^{2(|l|-1)}}{[(|l|-1)!]^2},$$

whereas parallel spin gives $\rho\propto r^{2|l|}$. The zero remains but is shallower. For $l=2$ the measured powers of $r$ are 2.0004 (opposite) and 3.9999 (parallel). The law for opposite spin needs two conditions. The flipped term must dominate the $J_l^2$ term, which requires $(\kappa r/2)^2\ll l^2\Delta/(2-\Delta)$. The leading form of $J_{|l|-1}^2$ must also hold; its relative correction is $-2(\kappa r/2)^2/|l|$, which requires $(\kappa r/2)^2\ll|l|/2$. For large $|l|$ the second condition is the stricter one. For small $\Delta$ this region is narrow.

**Shape of the filled core.** For $l=1$, $s=-\tfrac12$, insert $J_0^2\approx1-x^2/2$ and $J_1^2\approx x^2/4$ with $x=\kappa r$:

$$\rho\approx\frac\Delta2+\frac{x^2}{4}\Big(1-\frac{3\Delta}{2}\Big).$$

The axis is still a local minimum if $\Delta<2/3$, and a local maximum if $\Delta>2/3$. The latter needs both a high energy and a wide cone.

**Difference between the spins.** At fixed $l$, the recurrences $J_{l-1}+J_{l+1}=2lJ_l/x$ and $J_{l-1}-J_{l+1}=2J_l'$ give

$$\rho_{\downarrow}-\rho_{\uparrow}=\frac\Delta2\big(J_{l-1}^2-J_{l+1}^2\big)=\Delta\,\frac lx\,\frac{d}{dx}J_l^2(x).$$

For $l>0$, spin down has more density where $J_l^2$ rises and less where it falls. The filled core for $l=1$ is the value of this expression at $x=0$.

### (c) Is a dark core recoverable?

The beams in (a) use one particular spin label. To remove this dependence, fix the cone and $J_z=\tfrac12$. The general rest-frame spinor then has an upper entry independent of $\phi'$ and a lower entry proportional to $e^{i\phi'}$. Every such beam is therefore

$$\psi=A\,\psi_{l=0,\uparrow}+B\,\psi_{l=1,\downarrow},\qquad |A|^2+|B|^2=1 .$$

This condition normalizes the cone average, since $u^\dagger u=\frac12(a^2+b^2)$ times the squared norm of the rest-frame spinor. On the axis, apart from the common phase, the two beams are

$$\frac1{\sqrt2}(a,\,0,\,b\cos\theta,\,0)^T,\qquad \frac1{\sqrt2}(0,\,0,\,-ib\sin\theta,\,0)^T .$$

The core density is the quadratic form of their Gram matrix

$$G=\begin{pmatrix}1-\Delta/2&-\tfrac i2b^2\sin\theta\cos\theta\\ \tfrac i2b^2\sin\theta\cos\theta&\Delta/2\end{pmatrix}.$$

Its trace is 1. Its determinant is

$$\det G=\tfrac14\big[(a^2+b^2\cos^2\theta)b^2\sin^2\theta-b^4\sin^2\theta\cos^2\theta\big]=\tfrac14a^2b^2\sin^2\theta=\Big(\frac{c\kappa}{2E}\Big)^2,$$

because $a^2b^2=1-c^4/E^2=c^2k^2/E^2$. The smaller eigenvalue is the smallest possible core density:

$$\rho_{\min}(0)=\frac12\left[1-\sqrt{1-\frac{c^2\kappa^2}{E^2}}\right]>0 .$$

No superposition with $J_z=\tfrac12$ on one cone has a dark core. Reflection in a plane containing the axis gives the same result for $J_z=-\tfrac12$. For $|J_z|\ge\tfrac32$, every component has orbital number $J_z\mp\tfrac12\ne0$, so the core is dark for every superposition. On one cone the criterion for a filled core is therefore $|J_z|=\tfrac12$, whatever spin basis is used. A sum of several cones with $|J_z|=\tfrac12$ has more free amplitudes and can be dark on the axis at particular values of $z$ and $t$, but not along the whole axis at all times. Different cones differ in $k_z$ or $E$, so their cross terms oscillate and average out over $z$ and $t$. For total weight 1, the averaged on-axis density is then the weighted sum of the single-cone values and is at least the smallest $\rho_{\min}(0)$ among the cones.

### (d) Orbital and spin expectation values

**Disc averages.** The integral of $\rho$ over the transverse plane diverges, so an expectation value must be defined by a limit. Let

$$I_n(X)=\int_0^XJ_n^2(x)\,x\,dx,\qquad X=\kappa R,$$

for a disc of radius $R$. The fraction of the density in the flipped component is

$$f_R=\frac{(\Delta/2)\,I_{l+2s}}{(1-\Delta/2)\,I_l+(\Delta/2)\,I_{l+2s}} .$$

The flipped component has orbital number $l+2s$ and spin $-s$, so

$$\langle L_z\rangle_R=l+2s f_R,\qquad \langle S_z\rangle_R=s-2s f_R .$$

To find the limit, use $J_n'=nJ_n/x-J_{n+1}$ and $J_{n+1}'=J_n-(n+1)J_{n+1}/x$. In the derivative of $xJ_nJ_{n+1}$ the terms in $J_nJ_{n+1}$ have coefficients $1+n-(n+1)=0$, which leaves

$$\frac{d}{dx}\big(xJ_nJ_{n+1}\big)=x\big(J_n^2-J_{n+1}^2\big),\qquad I_n-I_{n+1}=X J_n(X)J_{n+1}(X).$$

At large $X$ each Bessel function decays as $X^{-1/2}$, so this difference stays bounded. Each $I_n$ grows as $X/\pi$, because $xJ_n^2$ oscillates about $1/\pi$. All ratios $I_n/I_m$ tend to 1 with an error of order $1/X$, and $f_R\to\Delta/2$. Hence

$$\boxed{\langle L_z\rangle=l+s\Delta,\qquad \langle S_z\rangle=s(1-\Delta)} .$$

Their sum is $l+s$, as it must be. Spin-orbit coupling transfers $s\Delta$ from spin to orbital motion.

**Normalizable packets.** The same result follows without a disc if cones with equal $k_z$ are superposed as $\int g(\kappa)\psi_\kappa\,\kappa\,d\kappa$. The orthogonality relation $\int_0^\infty J_n(\kappa r)J_n(\kappa'r)\,r\,dr=\delta(\kappa-\kappa')/\kappa$ removes all cross terms between cones, including their time-dependent phases. The flipped fraction is then $\bar\Delta/2$, where

$$\bar\Delta=\frac{\int\Delta(\kappa)|g|^2\kappa\,d\kappa}{\int|g|^2\kappa\,d\kappa},$$

and $\Delta$ is replaced by $\bar\Delta$ in both formulas. The packet is normalized in the transverse plane, per unit length along $z$.

**Which spin is meant.** The division refers to $\mathbf r\times\mathbf p$ and $\boldsymbol\Sigma/2$ acting on the Dirac spinor. The Foldy–Wouthuysen transformation

$$U=\frac{E+c^2+c\,\beta\,\boldsymbol\alpha\cdot\mathbf k}{\sqrt{2E(E+c^2)}}$$

maps $u$ to $(\chi_s,0)$. In the upper half the terms add to $[(E+c^2)^2+c^2k^2]\chi_s=2E(E+c^2)\chi_s$, which the two normalization factors reduce to $\chi_s$. In the lower half $-c\,\boldsymbol\sigma\cdot\mathbf k(E+c^2)\chi_s$ cancels $(E+c^2)c\,\boldsymbol\sigma\cdot\mathbf k\,\chi_s$. The transformed beam is $J_l(\kappa r)e^{il\phi}\chi_s$ times the plane-wave factor in $z$ and $t$. The operators $L_z$ and $S_z$ of that picture, called mean orbital and mean spin operators, therefore have the values $l$ and $s$.

The squared modulus of the transformed beam is $J_l^2$, which is dark on the axis for $l=1$. There is no contradiction: $U$ depends on momentum and is nonlocal in position, so it changes the local density. The filled core belongs to $\psi^\dagger\psi$, the density in the conserved Dirac current.

### (e) Electrons of 300000 eV

The total energy is $300000+510999=810999$ eV, so $c^2/E=0.63009$. The wave number is $k=319.15$ 1/angstrom.

**Cone angle 30 degrees.** This wide cone is chosen to make the effect visible. Here $\kappa=319.15\times0.5=159.57$ 1/angstrom and

$$\Delta=(1-0.63009)\times0.25=0.09248 .$$

For $l=1$ the angular momenta, in units of $\hbar$, are

$$\uparrow:\quad\langle L_z\rangle=1+0.04624=1.04624,\qquad\langle S_z\rangle=\tfrac12(1-0.09248)=0.45376,$$

$$\downarrow:\quad\langle L_z\rangle=1-0.04624=0.95376,\qquad\langle S_z\rangle=-0.45376 .$$

The sums are $\tfrac32$ and $\tfrac12$. Disc averages for spin down give $\langle L_z\rangle_R=0.95522$, $0.95397$ and $0.95374$ at $\kappa R=10$, 100 and 1000, approaching the limit from both sides. A packet at fixed $k_z$ with amplitude $g(\kappa')\propto\exp[-(\kappa'-\kappa)^2/(2(0.1\kappa)^2)]$ has $\bar\Delta=0.09350$ and gives $0.95325$, equal to $1-\bar\Delta/2$.

The core density for spin down is $\Delta/2=0.04624$; for spin up it is zero. The brightest ring for spin down has density 0.32787 and lies at $\kappa r=1.8011$, so its radius is $1.8011/159.57=0.01129$ angstrom, or 0.02133 bohr. The core reaches $0.04624/0.32787=0.141$ of the ring density. At $\kappa r=1$ spin down is denser than spin up (0.2118 against 0.1853); at $\kappa r=2$ the order is reversed (0.3196 against 0.3230), as the derivative formula in (b) requires.

The smallest core density for $J_z=\tfrac12$ follows from $c\kappa/E=\sqrt{1-0.63009^2}\times0.5=0.3883$, which gives $\tfrac12(1-\sqrt{1-0.3883^2})=0.0392$. Mixing in the $l=0$ beam can thus lower the core from 0.0462 to 0.0392, but no further.

**Cone angle 0.02 rad.** Now $\kappa=6.3825$ 1/angstrom and $\Delta=1.479\times10^{-4}$. The ring for spin down lies at $\kappa r=1.8411$, or 0.2885 angstrom (0.5451 bohr). The ratio of core to ring density is $2.185\times10^{-4}$, and the spin changes from $-0.5$ to $-0.499926$ in units of $\hbar$.

In the scaled variable $\kappa r$ the ring lies slightly farther in for the wide cone (1.8011 against 1.8411); the much larger difference between the radii in angstrom comes from $\kappa$ itself. At the maximum of $J_1^2$, where $J_1'=0$, the slope of $\rho$ with respect to $\kappa r$ is $(\Delta/2)\,2J_0J_0'=-\Delta J_0J_1<0$, so the maximum of $\rho$ has moved inward, the more so the larger $\Delta$ is, until it reaches the axis at $\Delta=2/3$.

For this narrow cone the core is filled in principle, but a background of a few parts in ten thousand of the ring density would be as large as the signal. Resolution is an equally severe limit. The flipped term exceeds the $J_1^2$ term only for $\kappa r\lesssim\sqrt{2\Delta}=0.0172$, that is, within 0.0027 angstrom of the axis. A Gaussian blur of standard deviation 0.01 angstrom reduces the on-axis difference between the spins to 3.6% of the spin-up density, and a blur of 0.05 angstrom reduces it to 0.15%. The remaining values are listed in the numerical output.

## Table of computed values

```
kinetic energy: 300000 eV
rest energy: 510999.0 eV
total energy E: 810999.0 eV
rest energy / E: 0.630086
wave number k: 319.146 1/angstrom
wide cone: angle 0.523599 rad
  kappa 159.5730 1/angstrom
  k_z 276.3886 1/angstrom
  D = 9.247854e-02, core density D/2 = 4.623927e-02
  l=1 down: ring at kappa r = 1.80114
  ring radius 0.011287 angstrom = 0.021330 bohr
  ring density 0.327871, core/ring 1.41029e-01
  l=1 up: L_z 1.046239 hbar, S_z 0.453761 hbar
  l=1 down: L_z 0.953761 hbar, S_z -0.453761 hbar
narrow cone: angle 0.020000 rad
  kappa 6.3825 1/angstrom
  k_z 319.0823 1/angstrom
  D = 1.479459e-04, core density D/2 = 7.397297e-05
  l=1 down: ring at kappa r = 1.84113
  ring radius 0.288465 angstrom = 0.545120 bohr
  ring density 0.338549, core/ring 2.18500e-04
  l=1 up: L_z 1.000074 hbar, S_z 0.499926 hbar
  l=1 down: L_z 0.999926 hbar, S_z -0.499926 hbar
wide cone, weights of the components:
  upper 0.815043
  lower, same spin 0.138718
  lower, flipped spin 0.046239
wide cone, l=1: kappa r, density up, density down
  0.0  0.000000  0.046239
  0.5  0.056023  0.096704
  1.0  0.185301  0.211765
  2.0  0.322988  0.319550
  3.0  0.120571  0.112772
l=2 power of r at axis: up 3.9999, down 2.0004
smallest core density for J_z=1/2: 0.039226
disc averages, l=1 down: kappa R, L_z (hbar), S_z (hbar)
  10  0.955225  -0.455225
  100  0.953974  -0.453974
  1000  0.953744  -0.453744
packet, l=1 down: mean D 0.093500
  L_z 0.953250 hbar, S_z -0.453250 hbar
largest relative Dirac residual: 2.0e-09
smallest without flipped component: 0.145
```
